# Low-density RPA correlation energy and its violation of the Lieb-Oxford bound: test program

```python
# Result under test (Hartree atomic units, uniform electron gas):
#   RPA correlation energy per electron at low density
#     eps_c = -C rs^(-3/4) + |e_x|/rs - D rs^(-5/4) + ...
#   and exchange-correlation coupling integrand W_lambda = w(R)/rs,
#     R = lambda*rs,  w(R) -> -(5/4) C R^(1/4),
#   which falls below the Lieb-Oxford bound beyond a finite R.
# Symbols: rs density parameter, lambda coupling strength, kF Fermi wave
#   vector, y = q/kF, u = omega/(q kF) on the imaginary frequency axis,
#   kappa = 3 lambda omega_p^2/kF^4 ring strength, S structure factor,
#   g pair-correlation function, x = r/rs.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
alpha = (9 * pi / 4) ** (1 / 3)             # kF * rs
exchange = 3 * alpha / (4 * pi)             # |eps_x| * rs
C = 3**0.25 / pi * gamma(0.75) * gamma(1.5) / gamma(2.25)
D = (alpha**2 * 3**0.75 / (30 * pi)
     * gamma(1.25) * gamma(1.5) / gamma(2.75))
G = 3**0.75 / (3 * pi) * gamma(0.25) * gamma(1.5) / gamma(1.75)
LO_CONSTANT = 1.68
bound_lo = LO_CONSTANT * (3 / (4 * pi)) ** (1 / 3)
bound_ball = 0.9


def gauss(a, b, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (nodes + 1) / 2, weights * (b - a) / 2


def lindhard(y, u):
    """-chi0 * pi^2/kF for the unpolarized gas at imaginary frequency."""
    z = y / 2 + 1j * u
    far = np.abs(z) > 3
    zn = np.where(far, 2 + 1j, z)
    inverse = 1 / np.where(far, z, 4.0)
    near_value = (1 - zn**2) * np.log((zn + 1) / (zn - 1)) + 2 * zn
    series = np.zeros_like(inverse)
    for j in range(34, -1, -2):             # avoids cancellation at large |z|
        series = series * inverse**2 + 4 / ((j + 1) * (j + 3))
    return np.where(far, inverse * series, near_value).real / (2 * y)


STEP = 0.04
T_NODES = STEP * np.arange(-90, 91)


def ring_arrays(y, kappa):
    """Lindhard values, ring variable and frequency weights for each y."""
    yc = y[:, None]
    scale = np.sqrt(kappa / (3 * yc**2) + yc**2 / 4 + 0.6)
    u = scale * np.exp(pi / 2 * np.sinh(T_NODES))
    weight = STEP * pi / 2 * np.cosh(T_NODES) * u
    L = lindhard(yc, u)
    return L, kappa * L / yc**2, weight


def momentum_grid(kappa, n=80):
    s, w = gauss(0, 1, n)
    y0 = 1 + (4 * kappa / 3) ** 0.25
    y = np.concatenate([2 * s, 2 + y0 * s / (1 - s)])
    return y, np.concatenate([2 * w, y0 * w / (1 - s) ** 2])


def correlation_energy(rs, kf_factor=1.0):
    """RPA eps_c; kf_factor = 2^(1/3) is the fully polarized gas."""
    n = 3 / (4 * pi * rs**3)
    kf = kf_factor * alpha / rs
    kappa = 12 * pi * n / kf**4
    y, wy = momentum_grid(kappa)
    L, ring, wu = ring_arrays(y, kappa)
    inner = ((np.log1p(ring) - ring) * wu).sum(axis=1)
    return kf**5 / (4 * pi**3 * n) * (wy * y**3 * inner).sum()


def eps_xc(rs):
    return correlation_energy(rs) - exchange / rs


def ideal_structure(y):
    return np.where(y < 2, 0.75 * y - y**3 / 16, 1.0)


def structure_shift(y, kappa):
    """S_lambda - S_0 in RPA."""
    L, ring, wu = ring_arrays(y, kappa)
    return -3 * y / pi * (L * ring / (1 + ring) * wu).sum(axis=1)


def kappa_of(R):
    return 4 * R / (pi * alpha)


def w_corr(R):
    """rs * W_c,lambda from the RPA structure factor."""
    y, wy = momentum_grid(kappa_of(R))
    return alpha / pi * (wy * structure_shift(y, kappa_of(R))).sum()


def w_xc(R):
    return w_corr(R) - exchange


def contact_value(R):
    y, wy = momentum_grid(kappa_of(R))
    hole = ideal_structure(y) - 1 + structure_shift(y, kappa_of(R))
    return 1 + 1.5 * (wy * y**2 * hole).sum()


def smeared_ball_terms(R):
    """rs*A from S(q), rs*B from g(r) in real space, min S, min g."""
    kappa = kappa_of(R)
    ya, wa = gauss(0, 2, 60)
    yb, wb = gauss(2, 60, 400)
    y, wy = np.concatenate([ya, yb]), np.concatenate([wa, wb])
    S = ideal_structure(y) + structure_shift(y, kappa)
    t = alpha * y
    form = 3 * (np.sin(t) - t * np.cos(t)) / t**3
    term_A = alpha / pi * (wy * form**2 * S).sum()
    x, wx = gauss(0, 2, 40)
    tail, b = 2 * kappa / 3, 2.0            # large-q tail transformed exactly
    smooth = S - 1 + tail / (y**2 + b**2) ** 2
    rho = alpha * x
    g = 1 + 1.5 * np.sinc(np.outer(rho, y) / pi) @ (wy * y**2 * smooth)
    g -= tail * 3 * pi**2 * np.exp(-b * rho) / (8 * pi * b)
    balls = 1.2 - x**2 / 2 + 3 * x**3 / 16 - x**5 / 160
    term_B = 1.5 * (wx * x**2 * g * (1 / x - balls)).sum()
    return term_A, term_B, S.min(), g.min()


# Lindhard function against the explicit average over the Fermi sphere
k, wk = gauss(0, 1, 80)
mu, wmu = gauss(-1, 1, 80)
for y, u in [(1.3, 0.6), (9.0, 4.0), (0.4, 5.0)]:
    gap = y**2 / 2 + y * np.outer(k, mu)
    direct = (wk * k**2) @ (gap / (gap**2 + (y * u) ** 2)) @ wmu
    assert abs(direct / lindhard(np.array([y]), u)[0] - 1) < 1e-9

# Frequency integrals behind the first and third coefficients
e, wp = 0.7, 1.3
E = np.hypot(e, wp)
zero_point = quad(lambda o: (np.log1p(wp**2 / (o**2 + e**2))
                             - wp**2 / (o**2 + e**2)) / (2 * pi), 0, np.inf)[0]
assert abs(zero_point + (E - e) ** 2 / (4 * e)) < 1e-7
moment = quad(lambda o: 4 * (e**3 - 3 * e * o**2) / (e**2 + o**2) ** 2
              / (o**2 + E**2), 0, np.inf)[0]
assert abs(moment + 2 * pi * wp**2 / (E * (E + e) ** 3)) < 1e-7

# Leading coefficient against the wave-vector integral at rs = 1:
# mode energy (E-e)^2/(2q^2) times phase space q^2/(2 pi^2 n)
n1, wp2 = 3 / (4 * pi), 3.0
modes = quad(lambda q: (wp2 / (np.sqrt(q**4 / 4 + wp2) + q**2 / 2)) ** 2,
             0, np.inf)[0] / (4 * pi**2 * n1)
assert abs(modes / C - 1) < 1e-7

# Exchange from the ideal structure factor
hole = quad(lambda y: float(ideal_structure(y)) - 1, 0, 2)[0]
assert abs(alpha / pi * hole + exchange) < 1e-10

# Full RPA against the expansion, unpolarized and fully polarized
big = 1e5
third_ratio = []
for f in (1.0, 2 ** (1 / 3)):
    rest = correlation_energy(big, f) + C * big**-0.75 - f * exchange / big
    third_ratio.append(rest / (-f**2 * D * big**-1.25))
    assert abs(third_ratio[-1] - 1) < 0.03
slope_energy = np.log(eps_xc(1e5) / eps_xc(1e3)) / np.log(100)
assert abs(slope_energy + 0.75) < 2e-3

# Structure-factor integrand: coupling integral, growth law, monotonicity
t, wt = gauss(0, 1, 20)
rs_test = 20.0
averaged = sum(2 * ti * wi * w_corr(ti**2 * rs_test) / rs_test
               for ti, wi in zip(t, wt))
direct_energy = correlation_energy(rs_test)
assert abs(averaged / direct_energy - 1) < 1e-5
slope_w = np.log(w_xc(1e5) / w_xc(1e3)) / np.log(100)
assert abs(slope_w - 0.25) < 2e-3
predicted = -1.25 * C * 10 - 0.75 * D / 10
assert abs(w_xc(1e4) / predicted - 1) < 1e-4
R_table = [1.0, 10.0, 100.0, 1000.0]
w_table = [w_xc(R) for R in R_table]
assert np.all(np.diff(w_table) < 0)

# Contact value of the pair function and the smeared-ball identity
contact_ratio = contact_value(1e5) / (-G * 1e5**0.75)
assert abs(contact_ratio - 1) < 0.01
rs_ex = 100.0
A0, B0, Smin0, gmin0 = smeared_ball_terms(0.0)
A1, B1, Smin1, gmin1 = smeared_ball_terms(rs_ex)
w_ex = w_xc(rs_ex)
assert abs(A0 + B0 - bound_ball + exchange) < 1e-4
assert abs(A1 + B1 - bound_ball - w_ex) < 1e-4
assert Smin0 > 0 and gmin0 > 0 and B0 > 0
assert Smin1 > 0 and gmin1 < 0 and B1 < 0 < A1


# Thresholds: one- and two-term estimates against roots of the full RPA
def scaled_eps_xc(rs):
    return rs * eps_xc(rs)


def threshold_estimates(b, lead, second):
    """R from lead*x = b and from lead*x + second/x = b, x = R^(1/4)."""
    x = (b + np.sqrt(b**2 - 4 * lead * second)) / (2 * lead)
    return (b / lead) ** 4, x**4


laws = (("integrand, R*", w_xc, 1.25 * C, 0.75 * D),
        ("eps_xc, rs", scaled_eps_xc, C, D))
thresholds = []
for bound_name, b in (("L-O", bound_lo), ("ball", bound_ball)):
    for law_name, function, lead, second in laws:
        root = brentq(lambda r: function(r) + b, 1, 200, xtol=1e-6)
        one_term, two_term = threshold_estimates(b, lead, second)
        assert root < two_term < one_term
        assert abs(two_term / root - 1) < 0.15
        thresholds.append((bound_name + " " + law_name,
                           one_term, two_term, root))
assert w_ex < -bound_lo and scaled_eps_xc(rs_ex) < -bound_lo

# Error law of the one-term estimate, at a deep artificial bound where
# the expansion is accurate: relative excess 4*lead*second/b^2
deep = 6.0
excess_table = []
for law_name, function, lead, second in laws:
    root = brentq(lambda r: function(r) + deep, 1e3, 1e5, xtol=1e-5)
    excess = threshold_estimates(deep, lead, second)[0] / root - 1
    expected = 4 * lead * second / deep**2
    assert abs(excess / expected - 1) < 0.05
    excess_table.append((law_name, 100 * excess, 100 * expected))

print("Coefficients (Ha, rs in bohr radii)")
print(f"C, of -rs^(-3/4): {C:.5f} Ha = {C * HARTREE_EV:.3f} eV")
print(f"|e_x|, of +1/rs in eps_c: {exchange:.5f} Ha")
print(f"D, of -rs^(-5/4): {D:.5f} Ha")
print(f"5C/4, of -R^(1/4) in w: {1.25 * C:.5f} Ha")
print(f"G, of -R^(3/4) in g(0): {G:.5f}")
print(f"Lieb-Oxford constant (input): {LO_CONSTANT}")
print(f"Lieb-Oxford (L-O) bound on -w: {bound_lo:.4f} Ha")
print(f"smeared-ball (ball) bound on -w: {bound_ball:.4f} Ha")
print("Full RPA: rs, eps_c (Ha), eps_c/lead, eps_xc/lead")
for r in (10.0, 100.0, 1000.0, 1e5):
    ec, leading = correlation_energy(r), -C * r**-0.75
    print(f"  {r:8.0f} {ec:.5e} {ec / leading:.4f} {eps_xc(r) / leading:.4f}")
print(f"exponent of eps_xc, rs 1e3 to 1e5: {slope_energy:.4f}")
print(f"third term, full/predicted, unpolarized: {third_ratio[0]:.4f}")
print(f"third term, full/predicted, polarized: {third_ratio[1]:.4f}")
print("Integrand: R, w full (Ha), w leading (Ha)")
for R, w in zip(R_table, w_table):
    print(f"  {R:6.0f} {w:.4f} {-1.25 * C * R**0.25:.4f}")
print(f"exponent of |w|, R 1e3 to 1e5: {slope_w:.4f}")
print(f"rs=20: eps_c direct {direct_energy:.7f} Ha")
print(f"rs=20: coupling integral {averaged:.7f} Ha")
print(f"g(0) full/leading at R=1e5: {contact_ratio:.4f}")
print("Thresholds: one-term, two-term, full RPA, one-term excess")
for name, one, two, root in thresholds:
    print(f"  {name}: {one:.2f}, {two:.2f}, {root:.2f}, "
          f"{100 * (one / root - 1):.1f}%")
print(f"One-term excess at artificial bound {deep:.0f} Ha: full, law")
for name, full, law in excess_table:
    print(f"  {name}: {full:.4f}%, {law:.4f}%")
print(f"rs=4: Lieb-Oxford crossed at lambda = {thresholds[0][3] / 4:.2f}")
kf_ex, wp_ex = alpha / rs_ex, np.sqrt(3 / rs_ex**3)
print("Example rs=100, lambda=1")
print(f"kF: {kf_ex:.5f} 1/bohr")
print(f"plasma frequency: {wp_ex:.6f} Ha")
print(f"sqrt(2 omega_p): {np.sqrt(2 * wp_ex):.5f} 1/bohr")
print(f"sqrt(2 omega_p)/kF: {np.sqrt(2 * wp_ex) / kf_ex:.3f}")
print(f"eps_x: {-1e3 * exchange / rs_ex:.4f} mHa")
print(f"eps_c: {1e3 * correlation_energy(rs_ex):.4f} mHa")
exc = eps_xc(rs_ex)
print(f"eps_xc: {1e3 * exc:.4f} mHa = {exc * HARTREE_EV:.4f} eV")
wex = w_ex / rs_ex
print(f"W_xc: {1e3 * wex:.4f} mHa = {wex * HARTREE_EV:.4f} eV")
print(f"Lieb-Oxford floor: {-1e3 * bound_lo / rs_ex:.4f} mHa")
print(f"smeared-ball floor: {-1e3 * bound_ball / rs_ex:.4f} mHa")
print(f"RPA rs*A, rs*B: {A1:.4f}, {B1:.4f} Ha; w: {w_ex:.4f} Ha")
print(f"ideal rs*A, rs*B: {A0:.4f}, {B0:.4f} Ha; w: {-exchange:.4f} Ha")
print(f"g(0): RPA {contact_value(rs_ex):.3f}, ideal {contact_value(0.0):.3f}")
print("done: every assertion held")
```

Running it gives:

```
Coefficients (Ha, rs in bohr radii)
C, of -rs^(-3/4): 0.40154 Ha = 10.926 eV
|e_x|, of +1/rs in eps_c: 0.45817 Ha
D, of -rs^(-5/4): 0.04449 Ha
5C/4, of -R^(1/4) in w: 0.50192 Ha
G, of -R^(3/4) in g(0): 0.84557
Lieb-Oxford constant (input): 1.68
Lieb-Oxford (L-O) bound on -w: 1.0422 Ha
smeared-ball (ball) bound on -w: 0.9000 Ha
Full RPA: rs, eps_c (Ha), eps_c/lead, eps_xc/lead
        10 -3.06579e-02 0.4294 1.0710
       100 -8.30084e-03 0.6537 1.0145
      1000 -1.80844e-03 0.8009 1.0038
    100000 -6.68484e-05 0.9362 1.0004
exponent of eps_xc, rs 1e3 to 1e5: -0.7507
third term, full/predicted, unpolarized: 1.0068
third term, full/predicted, polarized: 1.0111
Integrand: R, w full (Ha), w leading (Ha)
       1 -0.5900 -0.5019
      10 -0.9193 -0.8926
     100 -1.5986 -1.5872
    1000 -2.8286 -2.8225
exponent of |w|, R 1e3 to 1e5: 0.2496
rs=20: eps_c direct -0.0213810 Ha
rs=20: coupling integral -0.0213810 Ha
g(0) full/leading at R=1e5: 1.0001
Thresholds: one-term, two-term, full RPA, one-term excess
  L-O integrand, R*: 18.59, 17.45, 17.13, 8.5%
  L-O eps_xc, rs: 45.38, 42.42, 40.92, 10.9%
  ball integrand, R*: 10.34, 9.49, 9.11, 13.5%
  ball eps_xc, rs: 25.24, 23.04, 21.49, 17.4%
One-term excess at artificial bound 6 Ha: full, law
  integrand, R*: 0.1872%, 0.1861%
  eps_xc, rs: 0.2008%, 0.1985%
rs=4: Lieb-Oxford crossed at lambda = 4.28
Example rs=100, lambda=1
kF: 0.01919 1/bohr
plasma frequency: 0.001732 Ha
sqrt(2 omega_p): 0.05886 1/bohr
sqrt(2 omega_p)/kF: 3.067
eps_x: -4.5817 mHa
eps_c: -8.3008 mHa
eps_xc: -12.8825 mHa = -0.3506 eV
W_xc: -15.9861 mHa = -0.4350 eV
Lieb-Oxford floor: -10.4219 mHa
smeared-ball floor: -9.0000 mHa
RPA rs*A, rs*B: 0.0368, -0.7354 Ha; w: -1.5986 Ha
ideal rs*A, rs*B: 0.2491, 0.1928 Ha; w: -0.4582 Ha
g(0): RPA -26.015, ideal 0.500
done: every assertion held
```
